\section*{A kinetic-energy lower bound from the electron density and paramagnetic current, part 3}

The kinetic energy of electrons is bounded below by the von Weizs\"acker energy plus a current term. We now relate its gauge-invariant part $D$ to the mechanical kinetic energy and test the results in an atom.

In atomic units, with electron charge $-1$, spatial components $\phi_a$ of the spin orbitals have occupations $f_a\ge0$. Define $n=\sum_af_a|\phi_a|^2$, $\mathbf j_p=\sum_af_a\,\mathrm{Im}(\phi_a^*\nabla\phi_a)$, $\tau=\tfrac12\sum_af_a|\nabla\phi_a|^2$, $\tau_W=|\nabla n|^2/(8n)$; $T$ and $T_W$ are the integrals of $\tau$ and $\tau_W$. Where $n>0$,
\begin{equation}
R\equiv\tau-\tau_W-\frac{j_p^2}{2n}
=\frac1{4n}\sum_{a,b}f_af_b\,|\phi_a\nabla\phi_b-\phi_b\nabla\phi_a|^2 , \label{eq:R}
\end{equation}
\begin{equation}
\tau\ \ge\ \frac{|\nabla n|^2}{8n}+\frac{j_p^2}{2n}. \label{eq:local}
\end{equation}
$R$ is $n/2$ times a variance and integrates to $T-T_W-\int j_p^2/(2n)$. It vanishes for one spatial orbital. For $\phi$ (up) and $\phi^*$ (down), with subscript 1 denoting $\phi$ alone,
\begin{equation}
R=2\tau_1-2\tau_W[n_1]=2\,\frac{j_1^2}{2n_1}. \label{eq:counter}
\end{equation}

Bounding each spin separately, with $\mathbf w_\sigma=\tfrac12\nabla n_\sigma+i\,\mathbf j_{p\sigma}$ and $\mathbf w=\sum_\sigma\mathbf w_\sigma$, gains
\begin{equation}
\sum_\sigma\frac{|\mathbf w_\sigma|^2}{2n_\sigma}-\frac{|\mathbf w|^2}{2n}
=\frac{n_\uparrow n_\downarrow}{2n}\left|\frac{\mathbf w_\uparrow}{n_\uparrow}-\frac{\mathbf w_\downarrow}{n_\downarrow}\right|^2\ge0 . \label{eq:gap}
\end{equation}

For smooth, single-valued $\Lambda$, $\mathbf A'=\mathbf A+\nabla\Lambda$ and $\phi'=e^{-i\Lambda}\phi$ give
\begin{equation}
(-i\nabla+\mathbf A+\nabla\Lambda)\phi'=e^{-i\Lambda}\big(-i\nabla\phi-\phi\nabla\Lambda+\mathbf A\phi+\phi\nabla\Lambda\big)=e^{-i\Lambda}(-i\nabla+\mathbf A)\phi , \label{eq:cov}
\end{equation}
\begin{equation}
\mathbf j_p'=\mathbf j_p-n\nabla\Lambda , \label{eq:jp}
\end{equation}
\begin{equation}
\tau'=\tau-\mathbf j_p\cdot\nabla\Lambda+\tfrac12n|\nabla\Lambda|^2 . \label{eq:taup}
\end{equation}
Hence $D\equiv\tau-j_p^2/(2n)$ obeys $D'=D$. With $D_\sigma=\tau_\sigma-j_{p\sigma}^2/(2n_\sigma)$ and $\mathbf v_\sigma=\mathbf j_{p\sigma}/n_\sigma$,
\begin{equation}
D=D_\uparrow+D_\downarrow+\frac{n_\uparrow n_\downarrow}{2n}\,|\mathbf v_\uparrow-\mathbf v_\downarrow|^2 . \label{eq:Dspin}
\end{equation}
A phase on one spin only can change $D$.

The Laplacian form $\tau_L=-\tfrac12\sum_af_a\,\mathrm{Re}(\phi_a^*\nabla^2\phi_a)$ obeys
\begin{equation}
\tau_L=\tau-\tfrac14\nabla^2 n. \label{eq:tauL}
\end{equation}
For one orbital $\phi\propto e^{-\kappa r}$ it violates the local bound at $r>1/\kappa$.

\medskip\noindent\textit{Q.} I already know a gauge-invariant kinetic energy density, the mechanical one built from $-i\nabla+\mathbf A$. How is $D$ related to it, and why want another?

\medskip\noindent\textit{A.} Expand it with $\mathbf x=-i\nabla\phi$, $\mathbf y=\mathbf A\phi$ and a plus sign: the cross term is $2\,\mathrm{Re}(\mathbf A\cdot\phi^*(-i)\nabla\phi)=2\mathbf A\cdot\mathrm{Im}(\phi^*\nabla\phi)$. So
\begin{equation}
\tau_{\rm mech}=\tfrac12\sum_af_a|(-i\nabla+\mathbf A)\phi_a|^2=\tau+\mathbf j_p\cdot\mathbf A+\tfrac12nA^2 .
\end{equation}
It is invariant by (\ref{eq:cov}). The orbital particle current is $\mathbf j=\mathbf j_p+n\mathbf A$, without any spin-magnetization part; it is invariant by (\ref{eq:jp}), and $j^2/(2n)=j_p^2/(2n)+\mathbf j_p\cdot\mathbf A+nA^2/2$. Subtracting,
\begin{equation}
\tau_{\rm mech}=D+\frac{j^2}{2n}\ \ge\ \tau_W+\frac{j^2}{2n}.
\end{equation}
$D$ is the mechanical kinetic energy density with the energy of the mean flow removed, that is, the kinetic energy seen from a frame moving with the local velocity $\mathbf j/n$. The bound thus holds for the mechanical energy too, with $\mathbf j$ in place of $\mathbf j_p$, and dropping the last term gives $\tau_{\rm mech}\ge\tau_W$ in any field. The advantage of $D$ is that it is computed from the state alone, without $\mathbf A$, which a universal functional is not allowed to see.

\medskip\noindent\textit{Q.} Could some other combination of $n$, $\mathbf j_p$ and $\tau$ serve equally well in a functional?

\medskip\noindent\textit{A.} Not an independent one. Let $e(n,\nabla n,\mathbf j_p,\tau)$ be a function of the values at one point $\mathbf r_0$ that is unchanged by every gauge transformation. Choose $\Lambda=\mathbf k\cdot\mathbf r$ with the constant $\mathbf k=\mathbf j_p(\mathbf r_0)/n(\mathbf r_0)$. At $\mathbf r_0$ this gives $\mathbf j_p'=0$ and $\tau'=D'+0=D$. Invariance then says $e(n,\nabla n,\mathbf j_p,\tau)=e(n,\nabla n,0,D)$: the current and $\tau$ can enter only through $D$. A meta-GGA energy density that depends on $\tau$ and is evaluated on current-carrying orbitals changes with the gauge; the same expression evaluated with $D$ does not, and reduces to the original when $\mathbf j_p=0$. Derivatives of the current allow further invariants: the vorticity $\nabla\times(\mathbf j_p/n)$ is one, since (\ref{eq:jp}) shifts $\mathbf j_p/n$ by a gradient. The relation $\tau'=D+|\mathbf j_p-n\nabla\Lambda|^2/(2n)$ also shows that $D$ is the smallest value $\tau$ can take at a given point over all gauges. One gauge reaches it at all points only if $\mathbf j_p/n$ is the gradient of a single-valued function.

\section{The silicon atom}

\noindent\textit{Q.} I would like to see this in a real system, one that carries a current and has more than one orbital.

\medskip\noindent\textit{A.} The silicon atom, $3s^23p^2$, with $M_S=1$ and $M_L=+1$ carries a paramagnetic current with no field applied. This is one component of the nonrelativistic $^3P$ term. With spin--orbit coupling it is the $M_J=2$ component of $^3P_2$, the highest of the three levels of a $p^2$ triplet; the lowest level, $^3P_0$, carries no current. The level of theory is nonrelativistic unrestricted Hartree--Fock in the cc-pVDZ Gaussian basis, which has $s$, $p$ and $d$ functions, with complex orbitals. The matrix of $L_z$ in the basis is diagonalized, and in each self-consistency cycle the Fock matrix of each spin is diagonalized within the blocks of fixed $m$. The eight up electrons fill five orbitals with $m=0$, two with $m=+1$ and one with $m=-1$; the six down electrons fill four, one and one. The unpaired electrons are thus in $3p_0$ and $3p_{+1}$. The total energy is $E=-7859.94$ eV. This is the solution with the $m$ occupations held fixed; the unrestricted solution with real orbitals, which carries no current, lies $0.07$ eV lower in the same basis. The kinetic energy from analytic one-electron integrals is $T=7859.95$ eV ($288.85$ hartree), and the virial ratio $(T-E)/T$ is $2.00000$. Spatial integrals of the densities are done on a product grid: 240 radii evenly spaced in $\ln r$, 20 Gauss--Legendre nodes in the cosine of the polar angle, none of them on the axis, and 6 evenly spaced azimuths. On it $\int n=14.000000$ and $\int\tau=7859.95$ eV. The digits kept here and below serve to display identities within this model; they do not state the accuracy of the model for the real atom, which lacks correlation and relativity and has a small basis. In the cc-pVTZ, aug-cc-pVTZ and cc-pVQZ bases $E$ and $T$ move by up to $0.2$ eV and $T_W$ by up to $0.1$ eV; the current term of the atom lies between $0.862$ and $0.866$ eV, the spin-resolved gain between $2.16$ and $2.18$ eV, and the kinetic energy of the $3p_{+1}$ orbital between $25.27$ and $25.40$ eV; the values at the point $(1,0,0.5)$ \AA\ move by up to about $2\%$. The ratios $0.63$, $0.40$ and $0.28$ quoted below are unchanged, $0.086$ becomes $0.085$, and the factor $\tfrac34$ becomes $0.751$ once $f$ functions mix into the orbital.

\medskip\noindent\textit{Q.} What does the current look like?

\medskip\noindent\textit{A.} In cylindrical coordinates $(\rho,\alpha,z)$ each orbital is $g(\rho,z)e^{im\alpha}$, and $g$ can be taken real. The reason is the operation that reflects $y\to-y$ and then conjugates: it sends $g\,e^{im\alpha}$ to $g^*e^{im\alpha}$, keeps $m$, and is a symmetry of the field-free Hamiltonian. The spherical real starting density respects it, so each Fock operator in the iteration does, and a nondegenerate orbital in an $m$ block is mapped to itself up to a constant phase, which can be absorbed. With $\nabla\alpha=\hat{\mathbf e}_\alpha/\rho$, one orbital gives the current $m\,g^2\hat{\mathbf e}_\alpha/\rho$. If $n_\pm$ is the density of all orbitals with $m=\pm1$,
\begin{equation}
\mathbf j_p=\frac{n_+-n_-}{\rho}\,\hat{\mathbf e}_\alpha . \label{eq:jSi}
\end{equation}
Then $\int(\mathbf r\times\mathbf j_p)_z=\int\rho\,j_\alpha=\int(n_+-n_-)=3-2=1$, and the quadrature gives $M_L=1.000000$.

\medskip\noindent\textit{Q.} Take the equality first. What happens for the $3p_{+1}$ orbital alone?

\medskip\noindent\textit{A.} Its kinetic energy from analytic integrals is $25.4144$ eV. Quadrature of its density $n_1$ and current gives $T_W=15.2866$ eV and $\int j_1^2/(2n_1)=10.1278$ eV, and
\begin{equation*}
15.2866+10.1278=25.4144\ \text{eV}.
\end{equation*}
By (\ref{eq:jSi}), $j_1=n_1/\rho$, so the current term should be $\int n_1/(2\rho^2)$; quadrature of that expression also gives $10.1278$ eV. The current term is $10.1278/25.4144\approx0.40$ of this orbital's kinetic energy. Its origin can be traced further. The Fock operator is even under inversion and the basis has no $f$ functions, so the orbital is purely $\mathcal R(r)Y_{11}$, with $|Y_{11}|^2=(3/8\pi)\sin^2\theta$ and $\rho=r\sin\theta$. The sines cancel and $\int n_1/(2\rho^2)=\tfrac12\cdot\frac3{8\pi}\cdot4\pi\,\langle r^{-2}\rangle=\tfrac34\langle r^{-2}\rangle$. The centrifugal energy is $\tfrac12l(l+1)\langle r^{-2}\rangle=\langle r^{-2}\rangle$ for $l=1$. Three quarters of the centrifugal energy is flow, and the remaining quarter, with the radial energy, is $T_W$. If the same function is used to build the pair $\phi$ (up), $\phi^*$ (down), the integrated remainder is $20.2555$ eV, twice $10.1278$ eV up to rounding in the last digit, as (\ref{eq:counter}) requires.

\medskip\noindent\textit{Q.} And the whole atom?

\medskip\noindent\textit{A.} Quadrature gives $T_W=4979.09$ eV and $\int j_p^2/(2n)=0.866$ eV ($0.0318$ hartree). The lower bound is $4979.09+0.87=4979.96$ eV, which is $4979.96/7859.95\approx0.63$ of $T$. The remainder, computed directly from the $91$ distinct pairs of the $14$ orbitals in (\ref{eq:R}), is $2879.99$ eV, and
\begin{equation*}
4979.96+2879.99=7859.95\ \text{eV}.
\end{equation*}
The spin-resolved bound has $T_W$ parts summing to $4980.84$ eV and current parts summing to $1.239$ eV, in total $4982.08$ eV. It gains $4982.08-4979.96=2.12$ eV, of which $4980.84-4979.09=1.75$ eV comes from the density part and $1.239-0.866=0.37$ eV from the current part; both are positive, consistent with the real and imaginary parts of (\ref{eq:gap}), which require each to be nonnegative. What is left, $7859.95-4982.08=2877.87$ eV, is the sum of the remainders $R_\sigma$ of the two spins, which consist of same-spin pairs.

\medskip\noindent\textit{Q.} The current term fell from about $10$ eV for the orbital to under $1$ eV for the atom, although the same orbital is still there. Why?

\medskip\noindent\textit{A.} The denominator changed. From (\ref{eq:jSi}),
\begin{equation}
\frac{j_p^2}{2n}=\frac{n_+-n_-}{n}\cdot\frac{n_+-n_-}{2\rho^2}.
\end{equation}
If the $2p_{+1}$ and $2p_{-1}$ densities cancelled exactly, $n_+-n_-$ would be $n_1$, and the integrand would be the one-orbital integrand $n_1/(2\rho^2)$ reduced by the local fraction $n_1/n<1$. In the unrestricted solution the two $2p$ radial functions need not be equal, so this reading is approximate. The current of one electron is shared among all the density present, and the mean velocity is smaller than that electron's velocity; the difference goes into the variance $R$. The overall reduction is $0.866/10.128\approx0.086$. At the valence point treated next the fraction $(n_+-n_-)/n$ is $0.28$, larger than this. Quadrature of the approximate integrand $n_1^2/(2n\rho^2)$ gives $0.8662$ eV, close to the exact term. About $61\%$ of $\int n_1/(2\rho^2)$ comes from $r<0.5$ \AA, where core electrons dominate $n$ and the mean of $n_1/n$, weighted with that integrand, is only $0.003$; outside this radius the weighted mean is $0.21$. Relative to $T$, the current term is about $1.1\times10^{-4}$ in this gauge.

\medskip\noindent\textit{Q.} Integrals can hide cancellations. Show me one point, before and after a gauge change, with the arithmetic.

\medskip\noindent\textit{A.} Take the point $(1,0,0.5)$ \AA, where $\rho=1$ \AA\ and $\hat{\mathbf e}_\alpha=\hat{\mathbf y}$. The orbitals are evaluated there and at neighbouring points, and their gradients are formed by central finite differences. In these units the current is quoted as $m\mathbf j_p/\hbar$, in \AA$^{-4}$, and each energy density carries the factor $\hbar^2/m=7.61996$ eV\,\AA$^2$. The values are $n=0.20644$ \AA$^{-3}$, $|\nabla n|=0.47841$ \AA$^{-4}$, $mj_{p,y}/\hbar=0.05855$ \AA$^{-4}$ and $\tau=1.8130$ eV/\AA$^3$. By (\ref{eq:jSi}), $n_+-n_-=0.05855$ \AA$^{-3}$, which is the fraction $0.05855/0.20644=0.28$ just quoted. Then
\begin{align*}
\tau_W&=7.61996\times\frac{0.47841^2}{8\times0.20644}=1.0560\ \text{eV/\AA}^3,\\
\frac{j_p^2}{2n}&=7.61996\times\frac{0.05855^2}{2\times0.20644}=0.0633\ \text{eV/\AA}^3,\\
R&=1.8130-1.0560-0.0633=0.6937\ \text{eV/\AA}^3 .
\end{align*}
From unrounded values $D=1.7498$ eV/\AA$^3$; the rounded difference $1.8130-0.0633$ is one unit lower in the last digit. Now take $\Lambda=ky$ with $k=1$ \AA$^{-1}$. It adds a constant vector to $\mathbf A$, the kind of change produced by moving the gauge origin of a uniform field. The formulas predict
\begin{align*}
mj'_{p,y}/\hbar&=0.05855-0.20644\times1=-0.14789\ \text{\AA}^{-4},\\
-\mathbf j_p\cdot\nabla\Lambda&=-7.61996\times0.05855\times1=-0.4461\ \text{eV/\AA}^3,\\
\tfrac12n|\nabla\Lambda|^2&=7.61996\times0.20644/2=0.7865\ \text{eV/\AA}^3,\\
\tau'&=1.8130-0.4461+0.7865=2.1534\ \text{eV/\AA}^3 .
\end{align*}
Multiplying the orbitals by $e^{-iky}$ and repeating the finite differences gives $mj'_{p,y}/\hbar=-0.14789$ \AA$^{-4}$, $\tau'=2.1534$ eV/\AA$^3$ and $j_p'^2/(2n)=0.4036$ eV/\AA$^3$, so $D'=2.1534-0.4036=1.7498$ eV/\AA$^3$. The current reversed its sign and $\tau$ rose by $0.34$ eV/\AA$^3$, about $19\%$ of its first value, while $D$ stayed put. With the phase applied to the eight up orbitals only, the same procedure gives $D=1.7818$ eV/\AA$^3$, a change of about $0.032$ eV/\AA$^3$, which by (\ref{eq:Dspin}) is the change in the energy of relative motion of the two spin fluids.

\medskip\noindent\textit{Q.} At that point the linear term mattered. Does it survive integration?

\medskip\noindent\textit{A.} Not for this state. By (\ref{eq:jSi}), $\mathbf j_p\cdot\nabla\Lambda=j_\alpha(\rho,z)\,\rho^{-1}\partial\Lambda/\partial\alpha$, and $j_\alpha$ does not depend on $\alpha$, so the integral over $\alpha$ from $0$ to $2\pi$ is proportional to the change of $\Lambda$ around a full turn, which is zero for a single-valued $\Lambda$. Hence $T'=T+\tfrac12\int n|\nabla\Lambda|^2$. For $\Lambda=ky$ the rise is $Nk^2/2=14\times7.61996/2=53.340$ eV. Quadrature with the transformed orbitals gives $T'-T=53.340$ eV and a current term of $54.206$ eV, which is $0.866+53.340$. The integral of $D$ is $7859.95-0.87=7859.08$ eV in both gauges. The size of the current term in the bound is thus a property of the gauge as well as of the state, whereas $T_W$ and $\int R$ belong to the state alone.

\medskip\noindent\textit{Q.} Then can some gauge remove the $0.866$ eV altogether?

\medskip\noindent\textit{A.} No. The current term shifts by the same amount as $T$, and that amount is $\tfrac12\int n|\nabla\Lambda|^2\ge0$ for every single-valued $\Lambda$, so $0.866$ eV is its smallest value over all gauges for this state. The obstruction is circulation. Around the circle through the point above, $\oint(\mathbf j_p/n)\cdot d\mathbf l=2\pi(n_+-n_-)/n=2\pi\times0.28$, while $\oint\nabla\Lambda\cdot d\mathbf l=0$. For the lone $3p_{+1}$ orbital the choice $\Lambda=\alpha$ would cancel the current off the axis, but this $\Lambda$ changes by $2\pi$ in a turn. The added $\hat{\mathbf e}_\alpha/\rho$ in $\mathbf A$ has circulation $2\pi$ around the axis and describes a line of flux, so it falls outside the smooth single-valued transformations for which the result was proved.

\medskip\noindent\textit{Q.} One loose end. Your case against the Laplacian form was a one-orbital model. Does it fail in the atom, where $R$ is positive and might rescue it?

\medskip\noindent\textit{A.} It fails at the outer point examined. At $(3,0,0)$ \AA, with first derivatives by finite differences and second derivatives of the basis functions taken analytically, $\tau=9.32\times10^{-3}$ eV/\AA$^3$, the bound $\tau_W+j_p^2/(2n)$ is $8.62\times10^{-3}$ eV/\AA$^3$, and $\tau_L=-2.63\times10^{-3}$ eV/\AA$^3$. The positive form lies above the bound by $R=0.70\times10^{-3}$ eV/\AA$^3$, so the bound accounts for about $0.93$ of $\tau$ there, against $(1.0560+0.0633)/1.8130=0.62$ at the inner point. The Laplacian form lies below the bound and below zero. By (\ref{eq:tauL}), the term $\nabla^2n/4$ is $9.321+2.634=11.955$ in units of $10^{-3}$ eV/\AA$^3$, about seventeen times $R$. At this distance the orbitals are carried by the most diffuse Gaussians of a small basis, so the individual values describe the model wave function and not the real atom: in cc-pVTZ, aug-cc-pVTZ and cc-pVQZ, $\tau$ lies between $7.3$ and $8.3$ and $\tau_L$ between $-2.1$ and $-3.2$ in units of $10^{-3}$ eV/\AA$^3$, the fraction $0.93$ becomes $0.90$ to $0.91$ and the factor seventeen becomes $13$ to $15$, while $\tau_L$ stays negative and below the bound; the inequality (\ref{eq:local}) holds for that wave function as for any other, because its proof asked only for nonnegative occupations.
